# Landau-level absorption of graphene: energies, selection rule and line strengths

## Problem

Graphene lies in the $xy$ plane in a uniform magnetic field $B>0$ along $z$. Light falls on it at normal incidence, with an electric field that is uniform over the sheet.

1. How do the Landau-level energies depend on $B$ and on the level index $n$?
2. Which pairs of levels does the light connect?
3. How strong is an intraband line, with both levels above zero energy, compared with the interband line that starts at the opposite energy and ends on the same level?
4. What happens to the total absorption when electrons are added?

For numbers, take a honeycomb sheet with round parameters: bond length $d=1.4$ Å, nearest-neighbour hopping $t=3$ eV and magnetic length $\ell=80$ Å. The Fermi level lies between $n=2$ and $n=3$.

The electrons are independent, the temperature is zero and the levels are sharp. Zeeman splitting and disorder are left out. The algebra uses atomic units, $\hbar=e=m_e=1$, with electron charge $-1$ and the factor $1/c$ absorbed in the vector potential. Then $\ell=1/\sqrt B$. The strength of a line is measured by the real conductivity $\sigma(\omega)$, because a field $E_0\cos\omega t$ at the sheet deposits the mean power $\sigma E_0^2/2$ per unit area.

### The Dirac Hamiltonian

From an A atom the three B neighbours lie at $(\pm\sqrt3d/2,\,d/2)$ and $(0,-d)$. The hopping element between Bloch states on the two sublattices is therefore

$$f(\mathbf k)=-t\left[2\cos\!\left(\tfrac{\sqrt3}{2}k_xd\right)e^{ik_yd/2}+e^{-ik_yd}\right].$$

It vanishes at $k_y=0$ when the cosine is $-1/2$, that is at $\sqrt3k_xd/2=\pm2\pi/3$. These are the two valleys. With $\mathbf q$ measured from the valley point, the first derivatives give

$$f\simeq v(\pm q_x+iq_y),\qquad v=\tfrac32td .$$

In the upper-sign valley, with components ordered (B, A), the Hamiltonian is $H=v\,\boldsymbol\sigma\cdot\mathbf q$. In the other valley, with the order (A, B), it is $-v\,\boldsymbol\sigma\cdot\mathbf q$. The energies are $\pm vq$ in both.

## First estimate by scaling

The Dirac cone has a speed but no length of its own. The field supplies the single length $\ell$, so level energies must be $v/\ell=v\sqrt B$ times pure numbers.

The dependence on $n$ follows from counting. One Landau level holds $B/2\pi$ states per area, as shown below, for each spin and valley. A disc of radius $q$ in momentum space holds $\pi q^2/(2\pi)^2$. Suppose each level gathers the zero-field states around it. By symmetry between the cones, the level at zero energy takes half its states from each, and level $n$ then sits where the upper cone holds $n$ levels' worth of states:

$$\frac{q_n^2}{4\pi}=\frac{nB}{2\pi},\qquad E_n\approx v\sqrt{2Bn}=\omega_1\sqrt n,\qquad \omega_1=v\sqrt{2B}.$$

For the transitions, consider an electron on a classical orbit. Its velocity component $v_x=v\cos\varphi$ contains one harmonic, which suggests that $n$ changes by one. The two exponentials in the cosine each have amplitude $v/2$, so $|v_x|^2\approx v^2/4$.

The interband element follows from the zero-field states $(1,\pm e^{i\varphi})/\sqrt2$ and the velocity operator $v\sigma_x$:

$$\langle +|v\sigma_x|-\rangle=\tfrac v2\left(-e^{i\varphi}+e^{-i\varphi}\right)=-iv\sin\varphi .$$

Again there is one harmonic, of amplitude $v/2$. The two kinds of line thus have the same velocity element at this level of estimate.

They differ in frequency. For large $n$,

$$\omega_{\rm intra}\approx\frac{dE_n}{dn}=\frac{\omega_1}{2\sqrt n},\qquad
\omega_{\rm inter}\approx2E_n=2\omega_1\sqrt n .$$

The vector potential of a given electric field is proportional to $1/\omega$. The transition rate therefore goes as $|v_x|^2/\omega^2$, and the absorbed power, one factor $\omega$ higher, as $|v_x|^2/\omega$. The estimated strength ratio is

$$\frac{W_{\rm intra}}{W_{\rm inter}}\approx\frac{\omega_{\rm inter}}{\omega_{\rm intra}}\approx4n,$$

which is 8 for $n=2$.

## Exact solution of the Dirac model

### Levels

The field enters through $\boldsymbol\pi=\mathbf p+\mathbf A$, with the plus sign because the charge is $-1$. The components do not commute:

$$[\pi_x,\pi_y]=[p_x,A_y]+[A_x,p_y]=-i(\partial_xA_y-\partial_yA_x)=-iB.$$

Define $a=(\pi_x-i\pi_y)/\sqrt{2B}$. Then

$$[a,a^\dagger]=\frac{i[\pi_x,\pi_y]-i[\pi_y,\pi_x]}{2B}=\frac{2i(-iB)}{2B}=1,$$

so $a$ and $a^\dagger$ are ladder operators with number states $|m\rangle$. In the first valley

$$H=v\,\boldsymbol\sigma\cdot\boldsymbol\pi=\omega_1\begin{pmatrix}0&a\\a^\dagger&0\end{pmatrix}.$$

For a state with components $(u,w)$ and energy $\omega_1\varepsilon$, the equations are $aw=\varepsilon u$ and $a^\dagger u=\varepsilon w$. Applying $a^\dagger$ to the first gives $a^\dagger a\,w=\varepsilon^2w$. Hence $w\propto|m\rangle$ and $\varepsilon^2=m$.

For $m\ge1$ and $\varepsilon=s\sqrt m$ with $s=\pm1$, the upper component is $u=a|m\rangle/\varepsilon=s|m-1\rangle$. For $m=0$ the second equation reads $a^\dagger u=0$, which forces $u=0$. A state with $w=0$ would also need $a^\dagger u=0$, so no further states exist. With $n=sm$,

$$E_n=\operatorname{sgn}(n)\,\omega_1\sqrt{|n|},\qquad
\psi_n=C_n\begin{pmatrix}\operatorname{sgn}(n)\,|m-1\rangle\\|m\rangle\end{pmatrix},$$

where $C_0=1$ and $C_n=1/\sqrt2$ otherwise. In this valley the zero level lives on the A sublattice alone. In the other valley $H$ changes sign, which gives the same set of energies, and with the order (A, B) the zero level there lives on the B sublattice.

The number of states per level follows in the gauge $\mathbf A=(-By,0)$. There $\pi_x=k_x-By$, so a state is centred at $y_0=k_x/B$. Centres inside a sample of width $L_y$ need $k_x$ in a range $BL_y$. With the spacing $2\pi/L_x$ this makes $BL_xL_y/2\pi$ states. Spin and valley multiply the density by four.

### Selection rule

The velocity is $i[H,\mathbf r]=v\boldsymbol\sigma$, or $-v\boldsymbol\sigma$ in the other valley. The combination

$$v_x+iv_y=v(\sigma_x+i\sigma_y)=2v\begin{pmatrix}0&1\\0&0\end{pmatrix}$$

moves the lower component of the initial state into the upper position. Its overlap with the final state contains $\langle m'-1|m\rangle$, so $m'=m+1$. The adjoint $v_x-iv_y$ gives $m'=m-1$. Therefore

$$|n'|=|n|\pm1,$$

with no condition on the signs of $n$ and $n'$.

For an allowed pair just one of the two combinations contributes to $v_x=\tfrac12[(v_x+iv_y)+(v_x-iv_y)]$. This gives

$$|\langle n'|v_x|n\rangle|^2=v^2C_{n'}^2C_n^2=
\begin{cases}v^2/2,&\text{one level is }n=0,\\ v^2/4,&\text{otherwise.}\end{cases}$$

Intraband and interband elements are equal in size, as estimated. The overall sign of the velocity in the second valley changes neither the sizes nor the selection rule.

The two combinations belong to opposite circular polarizations. Light whose field rotates as $(\cos\omega t,\sin\omega t)$ carries $v_x+iv_y$ in its absorbing part, proportional to $e^{-i\omega t}$, and raises $|n|$. The upward transition $-(m+1)\to m$ lowers $|n|$ and needs the opposite rotation.

### Strength of a line

Because $H$ is linear in momentum, a light field with vector potential $A_L(t)$ along $x$ adds the term $v_xA_L$ and no quadratic term. From $E=-dA_L/dt=E_0\cos\omega t$ one finds $A_L=-(E_0/\omega)\sin\omega t$, whose $e^{-i\omega t}$ part has modulus $E_0/2\omega$. First-order perturbation theory gives the transition rate

$$2\pi\frac{E_0^2}{4\omega^2}|v_x|^2\,\delta(\omega-\omega_{fi}).$$

Multiplying by $\omega$ gives the power, and equating it to $\sigma E_0^2/2$ gives $\sigma=\pi|v_x|^2\delta(\omega-\omega_{fi})/\omega$ for one electron per unit area. With the density $4B/2\pi$, a full initial level and an empty final one, the integral over the line is

$$W=\int\sigma\,d\omega=\frac{2B|v_x|^2}{\omega_{fi}} .$$

For partly filled levels this is multiplied by the difference of the occupations, since stimulated emission subtracts from absorption.

Take $n\ge1$ and $|v_x|^2=v^2/4$. Since $Bv^2=\omega_1^2/2$, the strength is $W=\omega_1^2/4\omega_{fi}$. The transitions $\pm n\to n+1$ have $\omega_{fi}=\omega_1(\sqrt{n+1}\mp\sqrt n)$. Multiplying numerator and denominator by $\sqrt{n+1}\pm\sqrt n$ turns the denominator into $(n+1)-n=1$, so

$$W_{\pm n\to n+1}=\frac{\omega_1}{4}\left(\sqrt{n+1}\pm\sqrt n\right),\qquad
\frac{W_{\rm intra}}{W_{\rm inter}}=\left(\sqrt{n+1}+\sqrt n\right)^2 .$$

The upper sign is intraband. The difference in strength comes from the factor $1/\omega$ alone.

### Neutral sheet

At neutrality the negative levels are full and the zero level is half full. For $m\ge1$ the transitions $-m\to m+1$ and $-(m+1)\to m$ have the same energy and add up to

$$W_m=\frac{\omega_1}{2}\left(\sqrt{m+1}-\sqrt m\right).$$

For $m=0$, the transitions $0\to1$ and $-1\to0$ each have the occupation difference $1/2$ and $|v_x|^2=v^2/2$. Together they give $2B(v^2/2)/\omega_1=\omega_1/2$, which is the same formula at $m=0$. Neighbouring terms cancel in the sum:

$$\sum_{m=0}^{M}W_m=\frac{\omega_1}{2}\sqrt{M+1}=\frac{E_{M+1}}2 .$$

This can be compared with zero field. There the interband element has the angular average $v^2/2$, and

$$\sigma=4\int\frac{q\,dq}{2\pi}\,\frac{\pi}{\omega}\,\frac{v^2}{2}\,\delta(\omega-2vq)
=\frac{v^2}{\omega}\,\frac{q}{2v}\bigg|_{q=\omega/2v}=\frac14 .$$

Up to the photon energy $2E_{M+1}$ this constant conductivity has the weight $E_{M+1}/2$. The field gathers the smooth absorption into lines and leaves the weight up to these energies unchanged.

### Added electrons

Let the Fermi level lie between $N\ge1$ and $N+1$. Interband lines with $m<N$ are blocked because their final levels are full. Of the line $m=N$, the part $-(N+1)\to N$ is blocked and $-N\to N+1$ remains. The lost weight is

$$\frac{\omega_1}{2}\sqrt N+\frac{\omega_1}{4}\left(\sqrt{N+1}-\sqrt N\right)=\frac{\omega_1}{4}\left(\sqrt{N+1}+\sqrt N\right).$$

This equals the strength of the new intraband line $N\to N+1$. Adding electrons moves weight to low energy without changing the total $\int\sigma\,d\omega$, which measures absorption for a given field at the sheet. The absorbed fraction of the incident light follows this total only while the lines are much wider than their radiative width, since a strong narrow line reflects light and lowers the field at the sheet. For a freestanding sheet, a line of strength $W$ that absorbs one circular polarization has the radiative half-width $4\alpha W$, with $\alpha$ the fine-structure constant. This is 2.6 meV for the intraband line of the example below. With lines of half-width 2 meV, the absorbed fraction integrated up to $2E_3$ is there about 40% smaller in the doped sheet than in the neutral one. Both the new line and the surviving half line raise $|n|$, so both absorb the same circular polarization.

If the Fermi level lies between 0 and 1, $-1\to0$ is blocked and $0\to1$ doubles. The line at $\omega_1$ keeps its strength, but now absorbs one circular polarization.

## Numbers

The parameters give $v=1.5\times3\times1.4=6.30$ eV Å and

$$\omega_1=\frac{\sqrt2\times6.30}{80}\ \text{eV}=0.1114\ \text{eV}.$$

The field is $B=\hbar/(e\ell^2)=10.3$ T. The next levels are $E_2=0.1575$ eV and $E_3=0.1929$ eV. Integrated conductivities below are in eV, with $\sigma$ in units of $e^2/\hbar$.

In the neutral sheet the first three lines are:

| $m$ | Photon energy (eV) | $W_m$ (eV) |
|---|---|---|
| 0 | 0.1114 | 0.05568 |
| 1 | 0.2689 | 0.02307 |
| 2 | 0.3504 | 0.01770 |

With the Fermi level between 2 and 3, the lines at 0.1114 and 0.2689 eV vanish and the third is halved. The transition $-4\to3$ belongs to the neutral line $m=3$, which is unchanged. The two transitions from $n=\pm2$ to $n=3$ are:

- Intraband $2\to3$: the energy is $0.1929-0.1575=0.0354$ eV and $W=0.08760$ eV.
- Interband $-2\to3$: the energy is $0.1929+0.1575=0.3504$ eV and $W=0.00885$ eV.

Their ratio is $(\sqrt3+\sqrt2)^2=9.90$. Their sum is 0.09645 eV, equal to the sum of the three neutral lines and to one quarter of $2E_3=0.3858$ eV.

## Comparison of estimate and solution

The scaling estimate gives the level energies correctly, including the absence of an offset in $n$. The reason is visible in the square of the Hamiltonian:

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\sigma_z[\pi_x,\pi_y]=\pi^2+B\sigma_z .$$

The first term has eigenvalues $2B(j+\tfrac12)$ with $j=0,1,2,\dots$, and the second shifts them by $\pm B$. The half is thus removed or completed to one, and the sum is $2B$ times an integer. This agrees with the symmetric sharing of states assumed in the counting.

The line positions are less accurate, because the estimate replaced the difference of the two level energies by a derivative at the lower level, and their sum by twice the lower energy. For $n=2$ it gives $\omega_1/(2\sqrt2)=0.039$ eV for the intraband line, 11% above the solution, and $2\sqrt2\,\omega_1=0.315$ eV for the interband line, 10% below. The two errors combine in the strength ratio, where 8 is 19% below 9.90.

Most of this disappears when the estimate is taken midway between the two levels. With $\bar n=n+\tfrac12$, one has $n(n+1)=\bar n^2-\tfrac14$, and

$$\left(\sqrt{n+1}+\sqrt n\right)^2=2\bar n+2\sqrt{\bar n^2-\tfrac14}\simeq4\bar n-\frac1{4\bar n}.$$

The leading term is 10 for $n=2$, 1% above the solution.

## Where the Dirac result fails

The expansion of $f(\mathbf k)$ was cut after the linear term. On level $n$ the next term is smaller by a factor of order $qd\sim\sqrt{|n|}\,d/\ell$, which is of order $d/\ell$ for the low levels, and it lacks the rotational symmetry of the cone. It can admit forbidden transitions with amplitudes of order $d/\ell$, hence with $|v_x|^2/v^2$ proportional to $B$.

The size of this effect was found by numerical diagonalization of the full nearest-neighbour lattice, each hopping carrying the phase factor $\exp(i\int\mathbf A\cdot d\mathbf l)$ along its bond. Among levels up to $|n|=4$, the largest forbidden $|v_x|^2$ is $1.15\times10^{-4}v^2$. At one quarter of the field it is $2.87\times10^{-5}v^2$, smaller by four as expected. It grows with the level index, to $4.2\times10^{-4}v^2$ among levels up to $|n|=12$ at the full field. The lattice strength ratio of the transitions $2\to3$ and $-2\to3$ is 9.89, so the cone is a good approximation to the nearest-neighbour lattice here. A second-neighbour hopping breaks the symmetry between the cones and matters more: at a size of $0.1t$ it shifts the line $2\to3$ by about 1%, changes the ratio to 9.76 or 10.02 according to its sign, and splits $-2\to3$ from $-3\to2$ by 0.8 meV.

A sublattice energy difference can be a more serious change. A difference $2\Delta$ adds $\Delta\sigma_z$ in the first valley and $-\Delta\sigma_z$ in the second, where the order of the components is reversed. The zero level, living on one sublattice, moves to $-\Delta$ in the first valley and $+\Delta$ in the second. The added term anticommutes with $\boldsymbol\sigma\cdot\boldsymbol\pi$, so for $|n|\ge1$

$$E_n=\operatorname{sgn}(n)\sqrt{\omega_1^2|n|+\Delta^2}.$$

The square-root law then needs $\omega_1\sqrt{|n|}\gg\Delta$. The selection rule survives, since the components keep their oscillator indices, but their weights become unequal and so do the intraband and interband elements.

Separate lines also require a level width below the line spacing, which for the interband lines shrinks as $1/\sqrt n$. Heating leaves the line energies of this model unchanged, but it alters the occupations. This changes the strengths and adds further intraband lines. The strengths given here therefore need a thermal energy small enough to keep the occupations near their zero-temperature values. Coulomb interaction between the electrons lies outside this one-electron model.

Numerical values quoted here were computed with a short program.
